# Film Thickness on a Rotating Wafer in a Depleting Gas Flow

**Setting.** In a horizontal vapour-phase epitaxy reactor, gas flows over a hot floor in which a flat wafer of radius $R=5$ cm is set. The gas loses precursor as it travels, so the growth rate falls along the flow. Let $x$ be the distance downstream from the wafer centre. In the laboratory frame the rate is

$$G(x)=G_c\,e^{-x/L},\qquad L=10\ \text{cm},\qquad G_c=2000\ \text{nm/h}.$$

The rate is steady, the same at all positions across the flow, and unaffected by the motion of the wafer. The wafer turns about its centre at a constant 10 turns per minute for $T=30$ min, which is 300 complete turns. Parts (d) to (g) examine these assumptions, except steadiness, which is kept throughout.

## Part (a)

**Question.** Express the final thickness $h(r)$ at distance $r$ from the wafer centre as an average over one angle. Show that it does not depend on the azimuth of the point on the wafer.

**Answer.** A point of the wafer that starts at angle $\varphi_0$ from the downstream direction has, at time $t$, the coordinate $x(t)=r\cos(\varphi_0+\omega t)$. Its thickness is the time integral of the rate it meets:

$$h=G_c\int_0^T e^{-(r/L)\cos(\varphi_0+\omega t)}\,dt .$$

Put $\theta=\varphi_0+\omega t$, so that $dt=d\theta/\omega$. During $N$ complete turns $\theta$ advances by $2\pi N=\omega T$. The integrand has period $2\pi$, so its integral over $N$ periods is $N$ times that over one period, wherever the range begins. Hence $\varphi_0$ drops out, and with $N/\omega=T/2\pi$

$$h(r)=G_cT\,\langle e^{-a\cos\theta}\rangle,\qquad a=\frac rL,\qquad \langle f\rangle=\frac1{2\pi}\int_0^{2\pi}f\,d\theta .$$

At the centre $a=0$ and $h(0)=G_cT$. The ratio $h(r)/h(0)$ therefore contains neither the rate nor the growth time. Moving the whole wafer along the exponential multiplies $G_c$ by a constant and also leaves the ratio alone.

## Part (b)

**Question.** Evaluate the average as a power series in $a$. By what percentage does the thickness at the wafer edge differ from that at the centre? Bound the error of the truncated series.

**Answer.** The exponential series converges uniformly in $\theta$, so it may be averaged term by term:

$$\langle e^{-a\cos\theta}\rangle=\sum_{n=0}^\infty\frac{(-a)^n}{n!}\langle\cos^n\theta\rangle .$$

The shift $\theta\to\theta+\pi$ reverses $\cos\theta$ but leaves a full-circle average unchanged. Odd powers therefore average to zero. For even powers write $C_k=\langle\cos^{2k}\theta\rangle$ and integrate $\cos^{2k-1}\theta\,\cos\theta$ by parts. The boundary term vanishes by periodicity, and

$$C_k=(2k-1)\langle\cos^{2k-2}\theta\,\sin^2\theta\rangle=(2k-1)(C_{k-1}-C_k).$$

Collecting $C_k$ gives $C_k=\frac{2k-1}{2k}C_{k-1}$. Since $C_0=1$,

$$C_k=\frac{1\cdot3\cdots(2k-1)}{2\cdot4\cdots 2k}=\frac{(2k)!}{4^k(k!)^2},$$

where the last form follows on multiplying numerator and denominator by $2\cdot4\cdots2k=2^kk!$. The factor $(2k)!$ cancels that of the exponential series:

$$\frac{h(r)}{h(0)}=\sum_{k=0}^\infty\frac{(a^2/4)^k}{(k!)^2}=I_0(a).$$

This is the series of the modified Bessel function $I_0$. Every term after the first is positive, so the edge is thicker than the centre.

At the edge $a=5/10=0.5$ and $a^2/4=0.0625$. The first three terms are

$$1+0.0625+\frac{0.0625^2}{4}=1+0.0625+0.000977=1.063477 .$$

The next term is $0.0625^3/36=6.78\times10^{-6}$. From there on, each term is at most $0.0625/16$ of the one before, so the whole remainder is below $6.78\times10^{-6}/(1-0.0625/16)=6.81\times10^{-6}$. Therefore $I_0(0.5)=1.06348$, and **the edge is 6.3 per cent thicker than the centre**. The centre receives $2000\times0.5=1000$ nm and the edge about 1063 nm.

Adding up the growth along the path of edge points in small time steps, for 24 starting azimuths, gives the same ratio, 1.063483.

## Part (c)

**Question.** Compare this with a wafer at rest. Which feature of the rate profile survives the rotation? Find the mean thickness over the wafer area, and the behaviour for $r\gg L$.

**Answer.** At rest, the leading edge ($x=-R$) receives $e^{0.5}=1.649$ times the thickness at the centre, and the trailing edge $e^{-0.5}=0.607$ times. Rotation replaces deviations of $+65$ and $-39$ per cent by a uniform rim at $+6.3$ per cent.

For a general smooth rate, expand about the centre. On the circle $\langle x\rangle=0$ and $\langle x^2\rangle=r^2/2$, so

$$\langle G\rangle= G(0)+\tfrac12G''(0)\langle x^2\rangle+\dots=G(0)+\tfrac14r^2G''(0)+\dots$$

The slope cancels and the curvature remains. A convex profile leaves a thick edge, a concave one a thin edge, and a straight line leaves none. For the exponential $G''(0)=G_c/L^2$, and the leading excess is $r^2/4L^2$, or 6.25 per cent at the edge.

The mean over the area follows by integrating the series with weight $2r\,dr/R^2$. Since $\int_0^R r^{2k}\,2r\,dr/R^2=R^{2k}/(k+1)$, with $a=R/L$

$$\frac{\bar h}{h(0)}=\sum_{k=0}^\infty\frac{(a^2/4)^k}{k!\,(k+1)!}=\frac{2I_1(a)}{a}=1.032,$$

where $I_1(a)=\sum_k(a/2)^{2k+1}/[k!(k+1)!]$. The edge lies about 3.1 per cent above this mean and the centre about 3.1 per cent below it. The wafer at rest has the same mean, because a turning disc covers the same area at every instant: rotation redistributes the film and does not change its total amount.

For $a\gg1$ the average is dominated by the upstream direction $\theta=\pi$. With $\theta=\pi+\delta$, $-\cos\theta\approx1-\delta^2/2$, and the Gaussian integral gives

$$I_0(a)\approx\frac{e^a}{2\pi}\int_{-\infty}^{\infty}e^{-a\delta^2/2}\,d\delta=\frac{e^a}{\sqrt{2\pi a}} .$$

The rim then grows mainly during its brief passage upstream, and rotation no longer gives a nearly flat film.

## Part (d)

**Question.** The channel has height $H=2$ cm and mean gas speed $U$; the precursor diffusivity is $D=30$ cm²/s. The floor absorbs every precursor molecule that reaches it, and the ceiling absorbs none. Neglect diffusion along the flow and take $D$ as uniform. Derive the decay length. The lowest eigenvalue of the problem you obtain is $\lambda_1=2.430$. Find $U$ and the residence time over one decay length. What does doubling $U$ do?

**Answer.** Let $X$ be the distance from the start of the absorbing floor and $\eta$ the height divided by $H$. Developed laminar flow has speed $6U\eta(1-\eta)$, whose mean over $\eta$ is $U$. The steady concentration $c$ obeys

$$6U\eta(1-\eta)\frac{\partial c}{\partial X}=\frac{D}{H^2}\frac{\partial^2c}{\partial\eta^2}.$$

Insert $c=\varphi(\eta)e^{-X/\ell}$. The derivative on the left brings down $-1/\ell$, and multiplication by $H^2/D$ gives

$$\varphi''+\lambda w\varphi=0,\qquad w=6\eta(1-\eta),\qquad \lambda=\frac{UH^2}{D\ell},$$

with $\varphi(0)=0$ at the absorbing floor and $\varphi'(1)=0$ at the ceiling. The smallest eigenvalue belongs to the longest-lived mode, so far downstream

$$L=\frac{UH^2}{\lambda_1D}.$$

The growth rate is proportional to the flux into the floor and decays with the same length. For $L=10$ cm,

$$U=\frac{\lambda_1DL}{H^2}=\frac{2.430\times30\times10}{4}=182\ \text{cm/s},\qquad \frac LU=55\ \text{ms}.$$

With a kinematic viscosity of 80 cm²/s the Reynolds number $UH/\nu$ is 4.6, consistent with laminar flow.

At fixed $D$ and $H$, doubling $U$ doubles $L$ to 20 cm. The edge excess falls to 1.6 per cent, close to a quarter, as $r^2/4L^2$ requires. The price is precursor: over 10 cm of floor the single mode gives up $1-e^{-1}=63$ per cent of its content at $L=10$ cm, but $1-e^{-0.5}=39$ per cent at $L=20$ cm. The comparison assumes that the wafer still lies where one mode dominates, which is the subject of the next part.

## Part (e)

**Question.** The gas enters with uniform concentration $c_0$, and the wafer centre lies $X_c=10$ cm after the start of the floor. The second eigenvalue is $\lambda_2=23.59$. Derive the strength of each mode in the floor flux. Given that the second is 0.656 times the first at $X=0$, find its effect on the edge excess.

**Answer.** For two modes $m\neq n$, multiply each equation by the other function and subtract:

$$(\lambda_n-\lambda_m)\int_0^1w\varphi_m\varphi_n\,d\eta=\big[\varphi_n\varphi_m'-\varphi_m\varphi_n'\big]_0^1=0 .$$

The modes are thus orthogonal with weight $w$, and the inlet condition $c_0=\sum A_n\varphi_n$ gives $A_n=c_0\int w\varphi_n\,d\eta\big/\int w\varphi_n^2\,d\eta$. Scale the modes so that $\varphi_n'(0)=1$. Integrating the mode equation from floor to ceiling gives $\int w\varphi_n\,d\eta=1/\lambda_n$. The flux into the floor is $(D/H)\,\partial c/\partial\eta$ at $\eta=0$, hence

$$J(X)=\sum_n g_ne^{-X/L_n},\qquad g_n=\frac{Dc_0}{H\lambda_n\int_0^1 w\varphi_n^2\,d\eta},\qquad L_n=\frac{UH^2}{\lambda_nD}.$$

The second decay length is $L_2=10\times2.430/23.59=1.03$ cm. Relative to the first mode, the second has the size

$$s(X)=0.656\,e^{-X(1/L_2-1/L)} .$$

This is 0.0084 at the leading edge ($X=5$ cm) and $s_c=1.09\times10^{-4}$ at the wafer centre. By part (b), rotation multiplies the central value of each mode by its own Bessel function, so

$$\frac{h(R)}{h(0)}=\frac{I_0(R/L)+s_c\,I_0(R/L_2)}{1+s_c}.$$

Here $R/L_2=4.85$, and the large-argument form of part (c) gives $I_0\approx23$. The second mode, about one part in ten thousand at the centre, therefore adds about $1.09\times10^{-4}\times23=0.0025$ at the edge. The full expression gives an excess of 6.60 per cent, 0.25 percentage points above the pure exponential. The gain at the leading edge far outweighs the loss at the trailing edge.

A direct numerical solution of the channel equation from the uniform inlet also gives 6.60 per cent. With the wafer centre at 20 cm it gives 6.34 per cent, which agrees with the 6.35 of the pure exponential within the step error of the numerical solution. The leading edge lies $5/1.03=4.9$ second decay lengths after the floor's start in the first case and $15/1.03=14.6$ in the second. A lead of about five $L_2$ thus still leaves a quarter of a percentage point here, and closer agreement with the single exponential needs a longer one. Since $L_2$ grows in proportion to $U$, the faster flow of part (d) needs a longer lead: with the wafer centre still at 10 cm, the two-mode formula gives an excess of 3.3 per cent at doubled $U$, not 1.6.

## Part (f)

**Question.** Return to the pure exponential. Find the largest edge-to-centre ratio (i) if growth stops half a turn late, after $N=300.5$ turns in all. Find the edge-to-centre ratio (ii) if, after whole turns, the rate also carries a factor $1-\beta y^2/R^2$, with $y$ measured across the flow from the centre and $\beta=0.02$.

**Answer.** (i) The most favoured edge point spends the extra half turn on the upstream half circle, where the rate is highest. With $\psi$ measured from the upstream direction, its ratio to the centre is

$$\frac{1}{2\pi N}\left[2\pi\left(N-\tfrac12\right)I_0(a)+\int_{-\pi/2}^{\pi/2}e^{a\cos\psi}\,d\psi\right].$$

Split the exponential into $\cosh(a\cos\psi)+\sinh(a\cos\psi)$. The first part is equal on the two half circles and contributes $\pi I_0(a)$. Call the second contribution $\pi S(a)$; $S$ is the modified Struve function of order zero. The terms in $I_0$ add up to $2\pi N I_0$, leaving

$$\left.\frac{h(R)}{h(0)}\right|_{\max}=I_0(a)+\frac{S(a)}{2N}.$$

From $\sinh u=u+u^3/6+\dots$, with $\int\cos\psi\,d\psi=2$ and $\int\cos^3\psi\,d\psi=4/3$ over the half circle, $S\approx(2a+2a^3/9)/\pi=0.327$. The shift is $0.327/601=5.4\times10^{-4}$, or 0.054 percentage points, and the largest ratio is 1.0640. The error falls as $1/N$, so it matters for films grown in few turns.

(ii) On the rim $y=R\sin\theta$, and the ratio changes by $-\beta\langle\sin^2\theta\,e^{-a\cos\theta}\rangle$. Because $\frac{d}{d\theta}e^{-a\cos\theta}=a\sin\theta\,e^{-a\cos\theta}$, integration by parts gives

$$\langle\sin^2\theta\,e^{-a\cos\theta}\rangle=-\frac1a\langle\cos\theta\,e^{-a\cos\theta}\rangle=\frac{I_0'(a)}a=\frac{I_1(a)}a .$$

The second equality is the derivative of $I_0(a)=\langle e^{-a\cos\theta}\rangle$ with respect to $a$; the third follows by differentiating the series. Part (c) gives $I_1(a)/a=1.032/2=0.516$. The shift is $-0.02\times0.516=-0.0103$, and the excess falls from 6.3 to 5.3 per cent. A 2 per cent droop across the flow thus removes one percentage point, because rotation averages $\sin^2\theta$ to about one half.

## Part (g)

**Question.** The pressure is 76 Torr and the floor temperature 1000 K. Estimate the effects of diffusion along the flow, of gas dragged round by the wafer, and of a wafer edge 5 K colder than the centre. How far can the calculated excess be trusted for a real reactor?

**Answer.** Diffusion along the flow adds $D\,\partial^2c/\partial X^2$ to the transport equation. For a mode of decay length $L$ this changes the equation of part (d) to $\varphi''+[\lambda w+(H/L)^2]\varphi=0$. The added term is positive and supplies part of the bending that the boundary conditions demand, so $\lambda$ falls and $L$ rises at fixed $U$. For the first mode alone, the numerical solution gives $L=10.16$ cm and an excess of 6.15 per cent, 0.20 points lower. If 10 cm is instead the measured decay length, this change in $L$ is already contained in it. Diffusion along the flow also lengthens the second mode. Its decay length rises from 1.03 to about 1.19 cm. For the wafer of part (e), centred 10 cm after the floor's start, the entrance contribution grows from 0.25 to between 0.4 and 0.5 points, depending on how the inlet condition is imposed. At fixed $U$ this roughly cancels the reduction and the excess stays near 6.6 per cent. If 10 cm is the measured first-mode length, nothing cancels and the excess is 6.7 to 6.8 per cent.

The rim moves at $\omega R=5.2$ cm/s, 2.9 per cent of the mean gas speed. In a channel symmetric about $y=0$, reversing the rotation produces the mirror image of the flow, and the average over the circle is the same. The correction is therefore even in $\omega$. If it can be expanded in $\omega$, it begins at second order, as a coefficient times the square of the speed ratio, $0.029^2\approx8\times10^{-4}$. The coefficient is not calculated here. If it is of order one or smaller, the relative change in thickness is at most about $10^{-3}$.

In transport-limited growth the flux scales as gas density times diffusivity, roughly $T^{-1}\,T^{1.75}=T^{0.75}$. If all the gas above the edge shared the 5 K deficit, the edge rate would change by $-0.75\times5/1000$, or $-0.4$ per cent. This takes the gas at the floor temperature; in cooler gas the same 5 K is a larger fraction, about $-0.6$ per cent at 650 K. Cooling of the floor alone should do less than cooling of the whole gas column. Growth limited by surface reactions can respond far more strongly and lies outside this estimate.

The parameters are round values in the rough range of low-pressure metal-organic vapour-phase epitaxy: pressures of tens to hundreds of Torr, temperatures near 1000 K, and growth of the order of micrometres per hour. Part (d) also assumes a uniform $D$, which is not realistic. Gas between a hot floor and a cooler ceiling is not isothermal, and the error this causes in the calculated $L$ has not been evaluated here. Its consequence can be read from the sensitivity: $L=9$ cm gives an excess of 7.9 per cent and $L=11$ cm gives 5.2 per cent. For a real reactor $L$ is therefore better taken from a film grown without rotation, which also shows whether the decay is exponential and whether the rate varies across the flow. Among the effects sized for this example, an error of 10 per cent in $L$ and a droop of 2 per cent across the flow each move the excess by one percentage point or more; the others, each taken separately as above and with a coefficient of order one or smaller for the gas drag, move it by about half a point or less. The numerical output below gives further digits.

## Table of computed values

```
wafer radius R = 5 cm, decay length L = 10 cm
a = R/L = 0.50
centre growth rate = 2000 nm/h
growth time = 30 min
rotation = 10 turns/min, total 300 turns
series term k=0: 1.00000000
series term k=1: 0.06250000
series term k=2: 0.00097656
series term k=3: 0.00000678
bound on remainder after k=2: 6.81e-06
edge/centre ratio I0(a) = 1.063483
edge excess = 6.348 per cent
leading estimate a^2/4 = 6.25 per cent
edge/centre ratio by time integration = 1.063483
centre thickness = 1000.0 nm
edge thickness = 1063.5 nm
edge minus centre = 63.5 nm
area mean/centre = 1.03158
at rest, leading edge/centre = 1.6487
at rest, trailing edge/centre = 0.6065
edge excess for L = 9 cm: 7.87 per cent
edge excess for L = 11 cm: 5.23 per cent
edge excess for L = 20 cm: 1.57 per cent
pressure = 76 Torr, temperature = 1000 K
channel height H = 2 cm, diffusivity D = 30 cm2/s
kinematic viscosity = 80 cm2/s
eigenvalues: lowest 2.4304, second 23.591
mean gas speed U = 182.3 cm/s
residence time L/U = 54.9 ms
Reynolds number U H/nu = 4.56
floor start to wafer centre = 10 cm
decay length at wafer centre, marched = 9.992 cm
decay length of second mode = 1.030 cm
second/first mode flux at floor start = 0.656
second/first mode flux at leading edge = 0.00844
second/first mode flux at wafer centre = 1.09e-04
edge excess, two modes = 6.60 per cent
edge excess, marched = 6.60 per cent
entrance region adds +0.25 points
edge excess, marched, centre at 20 cm = 6.34 per cent
decay length with axial diffusion = 10.157 cm
edge excess with axial diffusion = 6.15 per cent
late stop by half a turn: at most +0.054 points
cross-flow drop beta = 2 per cent at y = R
its shift of the edge excess = -1.03 points
rim speed = 5.24 cm/s
rim speed/gas speed = 0.0287, squared 8.3e-04
edge colder by 5 K: rate change up to -0.38 per cent
```
